# CPMG and XY-4 on Donor Spins with Systematic Pulse-Angle Errors

## A resonant spin with over-rotating pulses

Take a donor electron spin exactly on resonance, so that in the rotating frame it does nothing between pulses. Each nominal π pulse turns it by \(\pi+\eta\). If all pulses are about \(x\), as in CPMG, their angles add. After an even number \(N\) the spin has turned about \(x\) by \(N\eta\), apart from whole turns. A spin that began along \(x\) has not moved. One that began along \(y\) keeps the component \(\cos N\eta\). With \(\eta=9^\circ\), ten pulses carry it entirely onto the \(z\) axis.

XY-4 repeats the pulse axes X, Y, X, Y. It will be shown below that one cycle on resonance leaves a rotation of about \(\eta^2=0.025\) rad, or \(1.4^\circ\), where four CPMG pulses leave \(4\eta=36^\circ\). The axis of the small rotation lies near \(z\), so it affects \(x\) and \(y\) alike.

In an ensemble the detuning differs from spin to spin, and so does the accumulated rotation. Averaging then turns the error into a loss of signal.

## Model and conventions

A spin has static detuning \(\delta\) and Hamiltonian \(\hbar\delta\sigma_z/2\). Pulses sit at the centres of intervals of length \(\tau\), and \(\phi=\delta\tau\) is the precession angle per interval. For the derivation the pulses are instantaneous, the X and Y axes are orthogonal, preparation is ideal, and \(\eta\) is the same for every pulse and spin. The operator \(e^{-i\alpha\sigma_n/2}\) is a right-handed rotation by \(\alpha\) about \(n\). Write

\[
Z(\alpha)=e^{-i\alpha\sigma_z/2},\qquad s=\sin\frac{\eta}{2},\qquad c=\cos\frac{\eta}{2}.
\]

The retained component \(M_j\) is the overlap of the final Bloch vector with its starting direction \(j\). For a rotation by \(A\) about a unit axis \(k\), the part of the vector along \(k\) stays and the perpendicular part turns, so

\[
M_j=k_j^2+(1-k_j^2)\cos A. \tag{1}
\]

## CPMG

An X pulse is

\[
P_x=\cos\frac{\pi+\eta}{2}-i\sin\frac{\pi+\eta}{2}\,\sigma_x=-s-ic\,\sigma_x .
\]

One interval is \(A_x=Z(\phi/2)P_xZ(\phi/2)\). Since \(\sigma_x\) anticommutes with \(\sigma_z\), \(Z(\alpha)\sigma_x=\sigma_xZ(-\alpha)\), and therefore \(Z(\phi/2)\sigma_xZ(\phi/2)=\sigma_x\). The precession is refocused in that term and survives in the error term:

\[
A_x=-sZ(\phi)-ic\,\sigma_x
=-s\cos\frac{\phi}{2}-i\left(c\,\sigma_x-s\sin\frac{\phi}{2}\,\sigma_z\right). \tag{2}
\]

Compare this with \(\cos(\Theta/2)-i\sin(\Theta/2)\,n\cdot\sigma\). The scalar part gives

\[
\Theta=\pi+2\arcsin\!\left(s\cos\frac{\phi}{2}\right),
\]

and \(\sin^2(\Theta/2)=1-s^2\cos^2(\phi/2)\). The axis has \(n_y=0\) and

\[
n_z^2=\frac{s^2\sin^2(\phi/2)}{1-s^2\cos^2(\phi/2)} .
\]

For even \(N\) the multiples of π in \(N\Theta\) drop out of the cosine. Equation (1), with \(n_x^2=1-n_z^2\), gives

\[
M_y=\cos\!\left[2N\arcsin\!\left(s\cos\frac{\phi}{2}\right)\right],\qquad
M_x=1-n_z^2(1-M_y). \tag{3}
\]

The largest value of \(n_z^2\) is \(s^2\), at \(\phi=\pi\). Hence \(1-M_x\le 2s^2\approx\eta^2/2\) for every spin and every even \(N\): the rotation axis is tilted slightly away from \(x\), and the spin circles it without drifting away. The \(y\) component has no such protection, because it is perpendicular to the axis.

The favoured direction belongs to the pulse axis. Turning the frame by \(90^\circ\) about \(z\) changes X pulses into Y pulses, and these favour \(y\).

### Ensemble average

Let \(\phi\) be uniform over a full turn, put \(u=\phi/2\) and \(z=N\eta\). For small \(\eta\), the argument in (3) becomes \(z\cos u\), and \(n_z^2\approx(\eta^2/4)\sin^2u\). The integral definition of the Bessel function gives

\[
\langle M_y\rangle\approx\frac1\pi\int_0^\pi\cos(z\cos u)\,du=J_0(z). \tag{4}
\]

The \(x\) loss needs the same integral weighted by \(\sin^2u\). From \(J_1=-J_0'\) and one integration by parts, whose boundary term vanishes,

\[
J_1(z)=\frac1\pi\int_0^\pi\cos u\,\sin(z\cos u)\,du
=\frac z\pi\int_0^\pi\sin^2u\,\cos(z\cos u)\,du .
\]

Since \(\langle\sin^2u\rangle=1/2\),

\[
1-\langle M_x\rangle\approx\frac{\eta^2}{4}\left[\frac12-\frac{J_1(N\eta)}{N\eta}\right]
\;\longrightarrow\;\frac{\eta^2}{8}\quad(N\eta\gg1). \tag{5}
\]

The first neglected term in the phase is \(-(N\eta^3/24)(\cos u-\cos^3u)\), so these formulas also need \(N\eta^3/24\ll1\). Equation (3) has no such restriction.

## XY-4

The Y interval is \(A_y=-sZ(\phi)-ic\,\sigma_y\), by the same argument. The X pulse acts first, so the pair is

\[
A_yA_x=s^2Z(2\phi)+isc\left[Z(\phi)\sigma_x+\sigma_yZ(\phi)\right]-c^2\sigma_y\sigma_x .
\]

Use \(\sigma_z\sigma_x=i\sigma_y\), \(\sigma_y\sigma_z=i\sigma_x\) and \(\sigma_y\sigma_x=-i\sigma_z\):

\[
\begin{aligned}
Z(\phi)\sigma_x&=\cos\tfrac{\phi}{2}\,\sigma_x+\sin\tfrac{\phi}{2}\,\sigma_y,\\
\sigma_yZ(\phi)&=\cos\tfrac{\phi}{2}\,\sigma_y+\sin\tfrac{\phi}{2}\,\sigma_x,\\
s^2Z(2\phi)&=s^2\cos\phi-is^2\sin\phi\,\sigma_z .
\end{aligned}
\]

Collecting terms,

\[
A_yA_x=s^2\cos\phi+i\left[(c^2-s^2\sin\phi)\sigma_z
+sc\left(\cos\tfrac{\phi}{2}+\sin\tfrac{\phi}{2}\right)(\sigma_x+\sigma_y)\right]. \tag{6}
\]

The scalar part is the cosine of half the rotation angle \(\Psi\), so \(\Psi=\pi-2\arcsin(s^2\cos\phi)\). In (2) the departure from a π rotation was of order \(\eta\); here it is of order \(\eta^2\). A first-order part remains in (6), but it tilts the axis instead of changing the angle. Because \((\cos\frac\phi2+\sin\frac\phi2)^2=1+\sin\phi\), the axis \(m\) has

\[
m_x^2=m_y^2=\frac{s^2c^2(1+\sin\phi)}{1-s^4\cos^2\phi}. \tag{7}
\]

The four-pulse cycle is the pair applied twice. Its angle is \(2\Psi=2\pi-4\arcsin(s^2\cos\phi)\), which leaves a residual rotation of size \(4\arcsin(s^2\cos\phi)\approx\eta^2\cos\phi\). At \(\phi=0\) this is the \(\eta^2\) quoted at the start. After \(K=N/4\) cycles, (1) gives

\[
M_x=M_y=m_x^2+(1-m_x^2)\cos\!\left[N\arcsin(s^2\cos\phi)\right]. \tag{8}
\]

Within this model the two transverse components are equal for each spin separately, at the end of each whole cycle.

For the average at small \(\eta\), \(m_x^2\approx(\eta^2/4)(1+\sin\phi)\). The \(\sin\phi\) term multiplies a function of \(\cos\phi\) and averages to zero under \(\phi\to-\phi\). With \(q=N\eta^2/4\),

\[
\langle M_x\rangle=\langle M_y\rangle\approx J_0(q)+\frac{\eta^2}{4}\left[1-J_0(q)\right]. \tag{9}
\]

Replacing \(s^2\) by \(\eta^2/4\) in the phase drops a term \(+qJ_1(q)\,\eta^2/12\), which is of the same order as the last term of (9) once \(q\) is of order one. Taking \(q=Ns^2\) in (9) restores it.

## Short and long trains

For \(N\eta\ll1\), use \(J_0(z)\approx1-z^2/4\) and \(J_1(z)/z\approx1/2-z^2/16\). The losses are

\[
\text{CPMG }y:\ \frac{N^2\eta^2}{4},\qquad
\text{CPMG }x:\ \frac{N^2\eta^4}{64},\qquad
\text{XY-4 }x,y:\ \frac{N^2\eta^4}{64}.
\]

To this order XY-4 protects both components as well as CPMG protects its better one. The two part company when \(N\eta\) reaches order one: the CPMG \(x\) loss levels off at \(\eta^2/8\), while the XY-4 loss goes on growing and takes a substantial part of the signal once \(N\) reaches about \(4/\eta^2\), where \(q=1\). XY-4 is the more even sequence, but in a long train it falls below the favoured CPMG component.

The first zero of \(J_0\), at 2.405, sets the pulse numbers \(2.405/\eta\) for CPMG \(y\) and \(4\times2.405/\eta^2\) for the leading term of XY-4. Their ratio is \(4/\eta\). All retained components in (3) and (8) are even in \(\eta\), so under-rotation does the same harm as over-rotation.

## Pseudocode

The direct simulation propagates Bloch vectors and does not use the closed forms. It also accepts a finite pulse length \(t_p\), during which the detuning acts together with the drive.

```
input: axes = [0] for CPMG, [0, pi/2] for XY-4
       detunings d[i], normalized weights w[i]
       N, tau, eta, tp, start direction j
for each i: m[i] = unit vector along j
for k = 0 to N-1:
    a = axes[k mod length(axes)]
    for each i:
        rotate m[i] about z by d[i]*(tau - tp)/2
        v = ((pi+eta)*cos(a), (pi+eta)*sin(a), d[i]*tp)
        rotate m[i] about v by |v|
        rotate m[i] about z by d[i]*(tau - tp)/2
return sum over i of w[i] * (component j of m[i])
```

The rotation about \(v\), with \(k=v/|v|\), is

\[
m\to m\cos|v|+(k\times m)\sin|v|+k(k\cdot m)(1-\cos|v|).
\]

With \(t_p=0\), this propagation was compared with (3) and (8) for 60 random phases between −9 and 9 rad, \(\eta=0.4\) and \(-0.25\), and \(N=4,20,48\). The results agreed to about one part in \(10^5\) or better. The same inputs can serve as a test of a new implementation.

## Cost, sampling and stability

For \(S\) detunings the time is of order \(SN\) and the memory of order \(S\). If the detuning is static, the \(3\times3\) matrix of one cycle can be raised to the power \(K\) by repeated squaring, at a cost of order \(S\log N\).

The detuning grid must resolve the oscillation of \(M_y\) under CPMG. Its phase \(N\eta\cos(\phi/2)\) changes by at most \(N\eta/2\) per radian of \(\phi\). For \(N=400\) and \(\eta=0.157\) this is 31. The example below uses 4001 points over \(\pm6\) standard deviations, a step of 0.0094 rad, so the phase moves by at most 0.3 rad per step.

Every step is a rotation, so an existing rounding error is carried along without being amplified. New errors add at most in proportion to the number of steps. The length of each Bloch vector should stay at one, which is a cheap check, though it cannot reveal a wrong pulse axis or sign.

## Worked example: phosphorus donors in purified silicon

The rough parameters are a Gaussian line of 25 kHz rms, \(\tau=20\) µs and an over-rotation of 5 %, so \(\eta=0.05\pi=0.1571\) rad. The precession angle between pulses has an rms value of 3.14 rad. The simulated retained components for instantaneous pulses are:

| \(N\) | CPMG \(x\) | CPMG \(y\) | XY-4 \(x=y\) |
|---:|---:|---:|---:|
| 4 | 1.000 | 0.903 | 1.000 |
| 16 | 0.998 | −0.061 | 0.998 |
| 64 | 0.997 | −0.251 | 0.962 |
| 200 | 0.997 | 0.102 | 0.658 |
| 400 | 0.997 | 0.072 | −0.023 |

At \(N=200\), \(N\eta=31.4\) and (4) gives 0.100 for CPMG \(y\). For XY-4, \(q=200\times0.1571^2/4=1.23\), and (9) gives 0.656, or 0.658 with \(q=Ns^2\). The CPMG \(x\) loss has settled at \(\eta^2/8=0.0031\). The predicted first zeros are at 15 pulses for CPMG \(y\) and 390 for XY-4, a ratio of 25. The sign changes of CPMG \(y\) are the oscillations of \(J_0\); the value at \(N=200\) is not a recovery of protection.

The line is not perfectly uniform in \(\phi\). Expanding \(\cos(z\cos u)\) in harmonics of \(\phi\), the first correction to (4) is \(-2J_2(z)\langle\cos\phi\rangle\), with \(\langle\cos\phi\rangle=e^{-3.14^2/2}=0.007\). It is therefore below 0.01. For a line much narrower than \(1/\tau\) the Bessel formulas fail. If it is centred on resonance, the coherent rotations of the opening case return as long as \(N\eta\langle\phi^2\rangle/8\ll1\); in longer trains they dephase.

The full numerical output follows this note.

## Failure modes

**Reading within a cycle.** After two XY pulses the spin has turned by about π around an axis near \(z\), so both retained components are near −1. CPMG \(y\) likewise changes sign after an odd number of pulses. Neither is a decay.

**Axes that are not orthogonal.** Let the Y axis stand at \(\beta=90^\circ+\kappa\) from X, with \(\eta=0\). Then

\[
(-i\sigma_\beta)(-i\sigma_x)=-\sigma_\beta\sigma_x=-(\cos\beta-i\sin\beta\,\sigma_z)=-Z(2\beta).
\]

Two pairs turn the spin about \(z\) by \(4\beta=360^\circ+4\kappa\), so the excess after \(N\) pulses is \(N\kappa\). This error is of first order, and CPMG, which uses one axis, does not have it. For \(\kappa=0.1^\circ\) and \(N=200\) the turn is \(20^\circ\), and the simulated XY-4 overlap falls from 0.658 to 0.616. The transverse length remains 0.658: the signal has turned almost without shrinking and can be recovered by detecting both components.

**Unequal pulse angles.** A 1 % rms spread of pulse angle across the sample spreads the CPMG phase at \(N=200\) by up to \(200\pi\times0.01=6.3\) rad rms. The \(y\) component falls from 0.102 to zero at the printed precision, XY-4 falls to 0.611, and CPMG \(x\) stays at 0.997.

**Drifting detuning.** Let the detuning fluctuate with rms \(b\) and a memory \(t_c\) much longer than an echo of duration \(T\). Its increments then have variance \(2b^2/t_c\) per unit time. Each increment enters the echo phase with a weight that rises linearly to \(T/2\) and falls back to zero, whose square integrates to \(T^3/12\). Half the phase variance is \(b^2T^3/(12t_c)\). Setting this to one at \(T=5\) ms with \(t_c=1\) s gives \(b/2\pi=1.56\) kHz. In a train of \(N\) ideal pulses the weight zigzags between \(\pm\tau/2\), its square integrates to \(N\tau^3/12\), and the loss is \(b^2N\tau^3/(12t_c)=1.3\times10^{-5}\) at \(N=200\). With the pulse error, CPMG \(x\) changes by about the same amount and XY-4 \(x\) by an amount of order \(10^{-5}\). The sampled values in the output, \((-3\pm1)\times10^{-5}\) and \((-4\pm10)\times10^{-5}\), are limited by sampling noise.

## Relation to real donor ensembles

The parameters are meant to resemble phosphorus donors in isotopically purified silicon at 9.7 GHz and about 6 K. The line corresponds to a full width of 2.1 µT, and 400 pulses last 8 ms. A 5 % mean error is deliberately visible; careful calibration can reduce it, but the spread across the sample remains. Of the single-spin omissions, that spread lowers the XY-4 amplitude most, by 7 % of its value at \(N=200\) for the assumed 1 % rms; a 2 % spread lowers it to 0.53 and a 4 % spread to 0.49. Pulses of 200 ns lower it by 1.6 %. An equally wrong preparation pulse leaves the initial transverse component 0.3 % short; it also leaves a \(z\) component of 0.078, part of which the train turns into signal of either sign: about 0.002 for XY-4 at \(N=200\), and about 0.02 for CPMG \(y\) at \(N=16\). Spin-lattice relaxation with a rough time of 1 s removes 0.8 % of a longitudinal deviation from equilibrium over 8 ms, and the same spin flips alone remove half as much, 0.4 %, from a transverse component. The flip probability on the other hyperfine line, roughly 117 MHz away, is at most \(5\times10^{-4}\) per pulse. Thermal polarization, 3.9 %, scales the signal but not the retained fractions. Dipolar coupling between donors is left out of the model, and π pulses that flip both partners do not refocus it. For ideal pulses and the \(zz\) part of the coupling, the decay rate is \(\pi\mu_0g^2\mu_B^2C/(9\sqrt3\,\hbar)\), with \(C\) the density of donors on the driven line, half the total. At \(10^{14}\) donors per cm³ the decay time is 24 ms and the loss over 8 ms is 28 %, more than any effect above; at \(10^{13}\) per cm³ it is 3 %.

Under these conditions, CPMG suits a signal known to lie along the pulse axis. If the transverse direction is unknown and \(\phi\) is spread over a full turn, XY-4 is the better of the two while \(N\eta^2/4\ll1\), provided that the turn \(N\kappa\) is small or corrected. A long CPMG decay measured along the pulse axis does not show that an arbitrary transverse state survives as long.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
line rms 25.0 kHz; full width 58.9 kHz
full width as a field, g = 2: 2.10 uT
free-induction 1/e time: 9.00 us
pulse spacing 20.0 us; pulse length 200 ns
over-rotation 5.0 % = 9.0 deg; eta = 0.1571 rad
rms precession angle between pulses: 3.142 rad
longest train: 400 pulses, 8.00 ms
RETAINED COMPONENTS, simulated Gaussian line (dimensionless)
   N   CPMG x   CPMG y   XY-4 x   XY-4 y
   4   0.9999   0.9031   0.9998   0.9998
  16   0.9981  -0.0609   0.9976   0.9976
  64   0.9970  -0.2513   0.9618   0.9618
 200   0.9969   0.1017   0.6576   0.6576
 400   0.9969   0.0720  -0.0232  -0.0232
BESSEL FORMULAS, uniform phase (dimensionless)
   N   CPMG x   CPMG y   XY-4 x = y
   4   0.9999   0.9037   0.9998
  16   0.9981  -0.0550   0.9976
  64   0.9969  -0.2479   0.9617
 200   0.9969   0.1003   0.6563
 400   0.9969   0.0710  -0.0257
XY-4 retained z at N = 200: 0.9958
long-train CPMG x loss, eta^2/8: 0.00308
first zero of J0: 2.4048
pulses to first zero, CPMG y: 15.3
pulses to first zero, XY-4 leading term: 389.9
ratio of these pulse numbers, 4/eta: 25.46
NEGLECTED EFFECTS (at N = 200 unless stated)
finite pulses, CPMG x, y; XY-4 x, y: 0.9969, 0.1083, 0.6472, 0.6472
drift: echo 1/e 5.0 ms, memory 1.0 s, rms 1.559 kHz
change by drift, CPMG x: -0.00003 +/- 0.00001 (standard error)
change by drift, XY-4 x: -0.00004 +/- 0.00010 (standard error)
pulse-angle spread 1.0 % rms, CPMG x, y; XY-4: 0.9968, 0.0000, 0.6111
quadrature error 0.10 deg: z turn 20.0 deg
  XY-4 x overlap 0.6163; transverse length 0.6581
preparation-pulse loss: 0.308 %
T1 = 1.0 s: loss over the longest train 0.80 %
Rabi frequency 2.625 MHz; hyperfine splitting 117 MHz
largest flip probability on the other hyperfine line: 5.03e-04
thermal polarization at 6.0 K, 9.7 GHz: 3.88 %
```
